# A Gap-Tuned Hybrid Functional Can Still Misplace Localised Defect Levels

## Definitions and conventions

Let $E(f)$ be the energy of a crystal with a defect whose localised level $d$ holds $f$ electrons, $0\le f\le1$, with all nuclei fixed. Let $\varepsilon_d(f)$ be the eigenvalue of that level; its values at $f=0$ and $f=1$ are limits taken from inside the interval. The generalised Koopmans condition is

$$\varepsilon_d(0)=\varepsilon_d(1)=E(1)-E(0),\qquad K\equiv\varepsilon_d(1)-\varepsilon_d(0).$$

A non-zero $K$ signals a violation. $K=0$ secures only the first equality; the second follows from it when $\varepsilon_d(f)$ is linear in $f$, but not in general. A hybrid functional replaces a fraction $\alpha$ of its local exchange by Fock exchange, and $\alpha_g$ denotes the fraction that reproduces the bulk gap.

The belief examined here is that a hybrid with $\alpha=\alpha_g$ also gives correct defect levels. One counterexample refutes it as a guarantee, and a model with a known defect level supplies one.

The host is a ring of $L$ sites, half filled with electrons of one spin, with alternating hoppings $-t_1,-t_2$ ($t_1>t_2>0$) and repulsions $V_1,V_2$ between first and second neighbours. The defect is a trap of two sites, each of energy $\epsilon_s$, with hopping $-\tau$ and mutual repulsion $v_d$. No hopping joins trap and host. The trap is either remote, with no interaction with the host, or coupled: each trap site then repels host site 0 with strength $w$.

With density matrix $P$, occupations $n_i=P_{ii}$ and neutral references $q_i=\tfrac12$ (host) and $0$ (trap), the hybrid energy is

$$E_\alpha=\sum_{ij}h_{ij}P_{ij}+\frac12\sum_{i\ne j}v_{ij}\left[(n_i-q_i)(n_j-q_j)-\alpha P_{ij}^2\right]+\frac{(1-\alpha)u}{2}\sum_i(n_i^2-n_i).$$

Here $h$ holds site energies and hoppings, and $v_{ij}$ the repulsions. The last term models what the local part of the functional gets wrong on a site: it vanishes for an empty or full site, but not between. Energies are in eV, measured from midgap unless stated otherwise.

## Why the belief tempts

A local functional typically gives too small a gap and lets an electron repel itself. Fock exchange acts on both faults, so it is natural to read the corrected gap as a sign that the second fault has gone too. There is some truth in this: for the remote trap below, raising $\alpha$ from 0 to $\alpha_g$ lowers $K$ from 1.25 to 0.54 eV. (At $\alpha=0$ the empty and filled levels, $-0.40$ and $0.85$ eV, lie outside the 0.60 eV gap, so that value holds only with the trap occupation kept fixed.) But a reduction is not a cancellation, and the gap does not say how much remains.

## What exact theory demands

A system with a fractional mean electron number is a mixture of integer states with weights $p_N$. Its ground-state energy is the minimum of $\sum_N p_NE_N$ at fixed $\sum_Np_N=1$ and $\sum_NNp_N=N_0+f$. Assume that $E_N$ is convex in $N$. The straight line $\ell(N)$ through the points at $N_0$ and $N_0+1$ then lies on or below every $E_N$, so

$$\sum_Np_NE_N\ge\sum_Np_N\,\ell(N)=\ell(N_0+f).$$

The equality holds because $\ell$ is linear. The bound is reached by mixing $N_0$ and $N_0+1$ alone. The exact $E(f)$ is therefore a straight line.

To connect its slope with an eigenvalue, write $P_{ij}=\sum_a f_a\varphi_{a,i}\varphi_{a,j}$ with real orbitals, and let $F_{ij}=\partial E_\alpha/\partial P_{ij}$. Changing $f_d$ changes the energy directly and through the orbitals:

$$\frac{dE}{df_d}=\varphi_d^TF\varphi_d+2\sum_af_a\frac{d\varphi_a^T}{df_d}F\varphi_a.$$

Self-consistent orbitals obey $F\varphi_a=\varepsilon_a\varphi_a$, so the second term is $\sum_af_a\varepsilon_a\,d(\varphi_a^T\varphi_a)/df_d$, which is zero by normalisation. What remains is Janak's relation,

$$\frac{dE}{df}=\varepsilon_d(f),\qquad E(1)-E(0)=\int_0^1\varepsilon_d(f)\,df.$$

If a functional reproduces the exact straight line, $\varepsilon_d$ is constant and the Koopmans condition follows. If the three numbers in the condition differ, at most one of them can be the true level.

## What the bulk gap measures

Differentiating $E_\alpha$ gives

$$F_{ij}=h_{ij}-\alpha v_{ij}P_{ij}\quad(i\ne j),$$
$$F_{ii}=h_{ii}+\sum_jv_{ij}(n_j-q_j)+(1-\alpha)u\left(n_i-\tfrac12\right).$$

For the pure host, try a solution in which $F$ connects only even with odd sites. Half filling occupies all negative eigenvalues, so $P=\tfrac12(1-\operatorname{sgn}F)$. The sign function is odd, and an odd function of such a matrix again connects only even with odd sites. Hence $n_i=\tfrac12$, and $P$ vanishes between second neighbours. Putting this back into $F$ leaves no diagonal term and no second-neighbour exchange, so the trial form is self-consistent.

The interaction merely strengthens the hoppings:

$$T_1=t_1+\alpha V_1p_1,\qquad T_2=t_2+\alpha V_1p_2,$$

where $p_1,p_2$ are the values of $P$ across the two kinds of bond. For wave number $k$ per cell, the off-diagonal element of $F$ is $-(T_1+T_2e^{ik})$, up to a choice of phase, and the bands are $\pm|T_1+T_2e^{ik}|$. Inserting this element in $P=\tfrac12(1-\operatorname{sgn}F)$ and averaging over $k$ gives

$$p_1=\frac12\left\langle\frac{T_1+T_2\cos k}{|T_1+T_2e^{ik}|}\right\rangle,\qquad p_2=\frac12\left\langle\frac{T_2+T_1\cos k}{|T_1+T_2e^{ik}|}\right\rangle.$$

For $p_2$ the element is first multiplied by $e^{-ik}$, since that bond leads to the next cell. With $T_1>T_2$ the bands are closest at $k=\pi$, so

$$E_g=2(T_1-T_2)=2\left[t_1-t_2+\alpha V_1(p_1-p_2)\right].$$

The gap depends on exchange across bonds. The on-site error $u$ is absent, because it multiplies $n_i-\tfrac12=0$. Functionals that differ in $u$ therefore share the same gap at every $\alpha$ in this symmetric solution, and share the same $\alpha_g$.

Take $t_1=1.0$, $t_2=0.7$, $V_1=1.5$ and $V_2=0.75$ eV. At $\alpha=0$ the gap is 0.60 eV. The target is 1.10 eV, roughly silicon's gap, and the fit gives $\alpha_g=0.571$ with $p_1=0.451$ and $p_2=0.159$:

$$E_g=2\,[0.300+0.5707\times1.5\times(0.4508-0.1588)]=1.10\ \text{eV}.$$

Functional A has $u=1.0$ eV and functional B has $u=2.0$ eV. Both give this gap. For both, the energy rises under every small real change of the host orbitals, the lowest stability eigenvalues being 0.76 and 0.90 eV.

## Why band edges do not reveal the curvature

Add $f$ electrons in a normalised orbital $\varphi$ and freeze all other orbitals, so that $P_{ij}$ gains $f\varphi_i\varphi_j$. The terms of $E_\alpha$ quadratic in $f$ are

$$\frac{f^2}{2}(1-\alpha)\left[\sum_{i\ne j}v_{ij}\varphi_i^2\varphi_j^2+u\sum_i\varphi_i^4\right].$$

The Hartree term supplies the 1 and the exchange term the $-\alpha$ in front of the same sum. The second derivative is the frozen-orbital violation:

$$K_{\rm fr}=(1-\alpha)\left[\sum_{i\ne j}v_{ij}\varphi_i^2\varphi_j^2+u\sum_i\varphi_i^4\right].$$

A band-edge state spread over the ring has $\varphi_i^2=1/L$. Each site has two first and two second neighbours, so

$$K_{\rm fr}=\frac{(1-\alpha)(u+2V_1+2V_2)}{L}.$$

The other orbitals relax. They feel a perturbation of order $1/L$, each cell gains an energy of order $1/L^2$ while the gap stays finite, and there are $L/2$ cells. The relaxation is thus also of order $1/L$.

For functional A at $\alpha_g$, the frozen formula gives $0.4293\times5.5/120=0.0197$ eV on 120 sites. The self-consistent value is 0.0152 eV, lower because of relaxation. On 240 sites it is 0.0076 eV, smaller by a factor 1.995, in line with the $1/L$ law.

In these two calculations the electron was held evenly spread. On 80 sites the lowest stability eigenvalue of such a state is 0.063 eV. It is positive, so the state is a local minimum against small real changes; a distant, localised solution of lower energy is not excluded.

In a large crystal, then, a state that stays extended satisfies the Koopmans condition whatever the value of $\alpha$, even where the gap is wrong. Whether an added electron prefers to stay extended is a separate question, and its answer can depend on $\alpha$. A fit to band edges cannot detect the curvature that a localised state will show.

## A trap whose true level is known

For the remote trap the exact one-electron problem is a $2\times2$ matrix with diagonal $\epsilon_s$ and off-diagonal $-\tau$. Its lower eigenvalue is $e_0=\epsilon_s-\tau$. With $\epsilon_s=0.6$ and $\tau=0.5$ eV, $e_0=0.10$ eV. Two electrons would cost $2\epsilon_s+v_d=2.7$ eV for $v_d=1.5$ eV. The successive costs, 0.1 and 2.6 eV, increase, so the trap energies are convex as assumed.

To place this level in the gap, exchange electrons and holes in the host, $c_i\to(-1)^ic_i^\dagger$. The hopping keeps its form: one minus sign comes from the alternating factor and another from reordering the operators. The repulsion, written with $(n_i-\tfrac12)(n_j-\tfrac12)$, is also unchanged. The exact energies for one electron more and one fewer are therefore equal, and the exact midgap is at zero, as in the mean-field solution. The target of 1.10 eV is a chosen reference, not the exact gap of this interacting ring. Placed in a gap of that width, the exact level lies $0.55+0.10=0.65$ eV above the valence edge. The exact level measured from midgap does not depend on this choice. The errors of the hybrid do, since the target fixes $\alpha_g$ and each error is proportional to $1-\alpha_g$. The conclusion does not: for this host, a fit to any gap from 0.60 eV up to just below 1.57 eV gives $\alpha<1$, and the formulas below then give a non-zero $K$ for the remote trap. For small targets the hybrid levels fall outside the gap, and $K$ then refers to a trap occupation held fixed; at 1.10 eV they lie inside it.

In the hybrid calculation at $f=1$, an orbital with $s=2\varphi_1\varphi_2\le1$ has energy $\epsilon_s-\tau s+(1-\alpha)(v_d-u)s^2/4$. Equal amplitudes, $s=1$, minimise it if $\tau\ge(1-\alpha)(v_d-u)/2$, which holds for A and B at every $\alpha$, and the condition is weaker for $f<1$. Then $n_1=n_2=P_{12}=f/2$. Its Fock matrix has

$$F_{11}=\epsilon_s+\frac{v_df}{2}+(1-\alpha)u\left(\frac f2-\frac12\right),\qquad F_{12}=-\tau-\frac{\alpha v_df}{2}.$$

The eigenvalue of the symmetric orbital is $F_{11}+F_{12}$:

$$\varepsilon_d(f)=e_0+\frac{1-\alpha}{2}\left[v_df+u(f-1)\right].$$

Setting $f=0$ and $f=1$, and integrating between them, gives

$$\varepsilon_d(0)=e_0-\frac{(1-\alpha)u}{2},\qquad\varepsilon_d(1)=e_0+\frac{(1-\alpha)v_d}{2},$$
$$E(1)-E(0)=e_0+\frac{(1-\alpha)(v_d-u)}{4},\qquad K=\frac{(1-\alpha)(v_d+u)}{2}.$$

This $K$ equals $K_{\rm fr}$ with $\varphi_1^2=\varphi_2^2=\tfrac12$. It does not shrink when the host grows.

With the gap-fitted $1-\alpha_g=0.4293$, functional A gives

$$K=0.4293\times\frac{1.5+1.0}{2}=0.54\ \text{eV},$$

about half the gap. The levels above the valence edge of the 1.10 eV reference gap, where the exact level lies at 0.65 eV, are:

| Functional | $\varepsilon_d(0)$ | $E(1)-E(0)$ | $\varepsilon_d(1)$ | $K$ |
|---|---|---|---|---|
| A | 0.44 eV | 0.70 eV | 0.97 eV | 0.54 eV |
| B | 0.22 eV | 0.60 eV | 0.97 eV | 0.75 eV |

The empty level is too deep and the filled level too shallow. The total-energy difference is much better, since the two errors partly cancel in the integral, but it is still off by $+0.05$ eV for A and $-0.05$ eV for B. Two functionals with the same bulk gap disagree about the defect by 0.11 eV in total energy and by 0.21 eV in $\varepsilon_d(0)$. The gap cannot decide between them.

Two special cases separate the Koopmans condition from the correctness of the level. If $u=v_d$, the total-energy level is right although $K=(1-\alpha)v_d$ is not zero. If $u=-v_d$ and $\tau\ge(1-\alpha)v_d$, so that the orbital keeps equal amplitudes, then $K=0$, yet the level is wrong by $(1-\alpha)v_d/2$. The values used above do not meet this condition at $\alpha_g$, where $(1-\alpha)v_d=0.64$ eV exceeds $\tau=0.5$ eV; a trap with a larger $\tau$ does. Satisfying the condition is necessary for a functional that reproduces the exact $E(f)$, but it does not suffice.

## The surroundings change the required fraction

Now let the trap repel host site 0 with $w=1.0$ eV. The host responds by moving charge away from that site. For small $f$, let $x$ collect the changes of the host orbitals, let $\delta n_0=b^Tx$, and let the energy be

$$\tfrac12x^TAx+wf\,b^Tx.$$

Its minimum is at $x=-wfA^{-1}b$, so

$$\delta n_0=-\chi wf,\qquad\chi=b^TA^{-1}b.$$

A stable host has positive definite $A$, hence $\chi>0$. The trap eigenvalue gains $w\,\delta n_0=-w^2\chi f$, and to this order

$$K\simeq\frac{(1-\alpha)(v_d+u)}{2}-w^2\chi.$$

Self-repulsion bends $E(f)$ upward and polarisation bends it downward. For functional A at $\alpha_g$, $\chi=0.272$ per eV, and the estimate is $0.537-0.272=0.265$ eV. The self-consistent result is 0.30 eV. The difference arises because the response to a whole electron is weaker than linear: the filled level drops by $0.422-0.186=0.236$ eV compared with the remote trap, rather than by 0.272 eV.

The three numbers are now $\varepsilon_d(0)=-0.115$, $E(1)-E(0)=0.027$ and $\varepsilon_d(1)=0.186$ eV from midgap. Integrating the eigenvalue over $f$ also gives 0.027 eV, as Janak's relation requires. The exact level of the coupled trap is not known here, so no error can be assigned to the total-energy value. If the exact energies of the coupled system are convex in the electron number, as assumed above, the disagreement still proves that the functional fails the exact condition.

The fraction that makes $K$ vanish depends on the surroundings. For the remote trap it is $\alpha=1$, where a lone electron no longer repels itself. For the coupled trap it is 0.82, because polarisation cancels part of the self-repulsion. Used in the bulk, these fractions give gaps of 1.57 and 1.36 eV instead of 1.10 eV. In this model no single fraction serves the gap and either trap.

A coincidence is possible. Within the linear estimate at $\alpha_g$, $K$ vanishes when $w^2=0.537/0.272$ eV², that is, for $w\approx1.4$ eV. In that estimate the gap-fitted hybrid passes the Koopmans test for this trap and fails it for the remote one. The weaker response to a whole electron, found above for $w=1.0$ eV, suggests that the self-consistent $K$ vanishes only at a somewhat larger $w$. It also makes $\varepsilon_d(f)$ curved: for $w=1.0$ eV the mean of the two end values is 0.036 eV, while $E(1)-E(0)=0.027$ eV. For the coupled trap, therefore, $K=0$ does not by itself bring $E(1)-E(0)$ into line with the eigenvalues, whether it is reached by changing $w$ or $\alpha$.

## Silicon and its oxide

The remote trap is a highly simplified picture of an electron trap in the oxide beside a silicon waveguide or modulator; the oxide's own bands and gap are left out. The parameters are round model values, and the gap is the feature matched to silicon. The model is one-dimensional, has one spin and has a direct gap, whereas silicon's is indirect. Its $\alpha_g=0.57$ follows from the chosen hoppings and repulsions, so neither this fraction nor the size of $K$ should be carried over to real silicon. What carries over is the logic: extended and localised states probe different parts of the functional.

Some of the omitted effects can be sized with rough inputs. For a trap 1 nm inside the oxide, with electronic permittivities of 12 for silicon and 2.1 for the oxide, image polarisation lowers the energy of a full electron by about 0.12 eV. In a mean-field treatment this energy varies as $-0.12f^2$ eV, so it lowers $K$ by twice as much, 0.24 eV, taking the remote value for A from 0.54 to about 0.30 eV. This term alone reduces the violation without removing it. The oxide's own electronic polarisation around the trap lowers $K$ further and is not sized here.

Periodic images of a charged defect in a silicon cell of edge 1.6 nm, with permittivity 12, produce a spurious energy of about 0.11 eV in magnitude. In an oxide cell of the same size the weaker screening makes it several times larger. This energy too is quadratic in the charge, so in the silicon cell its effect on $K$ is about 0.21 eV, and it must be corrected before a Koopmans test means anything.

Lattice relaxation, taken as five phonons of 0.06 eV, amounts to 0.30 eV. It separates the relaxed transition level from the fixed-geometry level, and does not enter the Koopmans condition, which compares energies at one geometry. Silicon's gap shrinks by about 0.045 eV between 0 and 300 K, so the temperature of the target gap should be stated.

For a barrier of 3 eV and a mass of 0.4 electron masses, the tunnelling factor over 1 nm is about $10^{-5}$, which supports leaving out hopping for the remote trap. It does not justify the same step for a trap at the interface, where mixing with silicon states may matter; that mixing has not been sized here.

For a real defect, the gap fit should therefore be followed by a separate test: compute $\varepsilon_d(0)$, $\varepsilon_d(1)$ and $E(1)-E(0)$ at one geometry, with a common energy reference and with charge corrections applied. Disagreement beyond the numerical uncertainty, including that of the charge corrections, shows that the functional fails for that state. Agreement removes one source of error, while the position of the level still needs independent support. The values behind the figures quoted here are in the numerical output below.

## Computed results

```
Hoppings T1, T2: 1.0, 0.7 eV
Host repulsions V1, V2: 1.5, 0.75 eV
Trap site energy, hopping, repulsion: 0.6, 0.5, 1.5 eV
Local error u, functionals A and B: 1.0, 2.0 eV
Trap-host repulsion w (coupled trap): 1.0 eV
Host ring: 48 sites
Gap at alpha = 0: 0.6000 eV
Target gap: 1.1000 eV
Gap-fitted fraction alpha_g: 0.5707
Bond orders p1, p2 at alpha_g: 0.4508, 0.1588
Infinite-crystal gap at alpha_g: 1.1000 eV
Gap, functional B at alpha_g: 1.1000 eV
Exact remote level from midgap: 0.1000 eV
Exact remote level above valence edge: 0.6500 eV
Remote A: eps(0) from midgap: -0.1146 eV
Remote A: eps(1) from midgap: 0.4219 eV
Remote A: E(1)-E(0) from midgap: 0.1537 eV
Remote A: E(1)-E(0) above valence edge: 0.7037 eV
Remote A: error of E(1)-E(0): 0.0537 eV
Remote A: violation K: 0.5366 eV
Remote B: eps(0) from midgap: -0.3293 eV
Remote B: eps(1) from midgap: 0.4219 eV
Remote B: E(1)-E(0) from midgap: 0.0463 eV
Remote B: E(1)-E(0) above valence edge: 0.5963 eV
Remote B: error of E(1)-E(0): -0.0537 eV
Remote B: violation K: 0.7512 eV
Coupled A: eps(0) from midgap: -0.1146 eV
Coupled A: eps(1) from midgap: 0.1861 eV
Coupled A: E(1)-E(0) from midgap: 0.0274 eV
Coupled A: Janak integral: 0.0274 eV
Coupled A: violation K: 0.3007 eV
Coupled A: self-interaction part of K: 0.5366 eV
Host response chi: 0.2720 1/eV
Coupled A: linear-response K: 0.2646 eV
Lowest stability eigenvalue, A: 0.7593 eV
Lowest stability eigenvalue, B: 0.9015 eV
Koopmans fraction alpha_K, coupled A: 0.8169
Bulk gap at that alpha_K: 1.3594 eV
Bulk gap at alpha = 1 (remote alpha_K): 1.5653 eV
Spread band-edge K, 120 sites: 0.01515 eV
Spread band-edge K, 240 sites: 0.00760 eV
Ratio of these two: 1.995
Stability eigenvalue, spread electron, 80 sites: 0.0632 eV
Rough permittivities Si, oxide: 12.0, 2.1
Trap depth, supercell edge: 1.0, 1.6 nm
Neglected image polarisation: 0.120 eV
Neglected supercell charge error: 0.106 eV
Rough phonon number, energy: 5.0, 0.06 eV
Neglected lattice relaxation: 0.30 eV
Neglected gap shift, 0 to 300 K: 0.045 eV
Rough barrier, mass: 3.0 eV, 0.4 electron masses
Neglected tunnelling factor: 1.3e-05
```
